# Conductivity from a Steady Optical Temperature Rise under Coaxial Gaussian Beams

## Problem

A pump laser heats the flat surface of a thick, opaque solid. A weaker probe laser, coaxial with the pump, reads the surface temperature through the change in reflectance. Both beams are Gaussian with a \(1/e^2\) intensity radius of 2 µm. The absorbed pump power is 1 mW, and the steady temperature rise read by the probe is 14.1 K. What is the thermal conductivity of the solid, and how far can the answer be trusted?

The following assumptions define the model.

- The solid fills the half-space \(z>0\) and has a uniform, isotropic conductivity \(k\) that does not depend on temperature.
- All pump power is absorbed at \(z=0\), and no heat leaves through the surface to the outside.
- The rise \(T\) above the initial temperature vanishes far from the spot.
- The reflectance change is proportional to the local surface rise, so the probe reads the average of \(T(r,0)\) weighted by its own intensity. This average is called \(\Delta T\).

The power \(P\) is the absorbed power: the incident power times the absorbed fraction.

## First estimate by scaling

The data contain one power, one length and one temperature. The only conductivity that can be formed from them is

\[
\frac{P}{w\,\Delta T}=\frac{10^{-3}\ \mathrm{W}}{(2\times10^{-6}\ \mathrm{m})(14.1\ \mathrm{K})}=35.5\ \mathrm{W/(m\,K)} ,
\]

times a pure number. Two crude pictures supply that number.

In the first, heat enters through a disc of area \(\pi w^2\), and the temperature falls by \(\Delta T\) over a depth \(w\). Fourier's law gives \(P/(\pi w^2)\approx k\,\Delta T/w\), hence

\[
k\approx\frac{P}{\pi w\,\Delta T}=\frac{35.5}{\pi}=11.3\ \mathrm{W/(m\,K)} .
\]

In the second, heat flows radially out of a hemisphere of radius \(w\) held at the rise \(\Delta T\). The same power crosses every larger hemisphere of area \(2\pi\rho^2\), so \(-k\,dT/d\rho=P/(2\pi\rho^2)\). Integration from infinity gives

\[
T(\rho)=\frac{P}{2\pi k\rho},
\]

and setting \(\rho=w\) gives \(k\approx 35.5/(2\pi)=5.6\) W/(m K).

Scaling thus fixes the dependence on \(P\), \(w\) and \(\Delta T\), but leaves a factor of two open. A measurement needs the true prefactor.

## Exact solution of the model

### The pump as a sum of radial modes

Let the pump and probe radii be \(w_0\) and \(w_1\), kept separate for now. The absorbed flux is

\[
I(r)=\frac{2P}{\pi w_0^2}\,e^{-2r^2/w_0^2}.
\]

Its integral is \(\int_0^\infty I\,2\pi r\,dr=(4P/w_0^2)(w_0^2/4)=P\), as required. In the example the flux at the centre is 159 MW/m².

An axially symmetric function can be written with Bessel functions:

\[
I(r)=\frac1{2\pi}\int_0^\infty \tilde I(q)J_0(qr)\,q\,dq,\qquad
\tilde I(q)=2\pi\int_0^\infty I(r)J_0(qr)\,r\,dr .
\]

To find \(\tilde I\), insert the series \(J_0(x)=\sum_m(-1)^m(x/2)^{2m}/(m!)^2\) and use \(\int_0^\infty r^{2m+1}e^{-\alpha r^2}dr=m!/(2\alpha^{m+1})\):

\[
\int_0^\infty e^{-\alpha r^2}J_0(qr)\,r\,dr
=\frac1{2\alpha}\sum_m\frac1{m!}\left(-\frac{q^2}{4\alpha}\right)^m
=\frac{e^{-q^2/4\alpha}}{2\alpha}.
\]

With \(\alpha=2/w_0^2\), the right side is \((w_0^2/4)e^{-q^2w_0^2/8}\). Multiplication by \(2\pi\cdot 2P/(\pi w_0^2)=4P/w_0^2\) gives

\[
\tilde I(q)=P\,e^{-q^2w_0^2/8}.
\]

### Response of the solid

In the steady state \(\nabla^2T=0\). The radial part of the Laplacian turns \(J_0(qr)\) into \(-q^2J_0(qr)\), so the depth factor of each mode obeys \(f''=q^2f\). The solution that vanishes at depth is \(e^{-qz}\). If the mode has surface amplitude \(A\), the flux entering the solid is \(-k\,\partial_zT|_{z=0}=kqA\). The temperature produced per unit flux is therefore

\[
Z(q)=\frac1{kq}.
\]

Fine patterns, with large \(q\), die out within a short depth and produce little heating. The surface rise follows by multiplying each flux mode by \(Z\):

\[
T(r,0)=\frac1{2\pi}\int_0^\infty \tilde I(q)Z(q)J_0(qr)\,q\,dq
=\frac{P}{2\pi k}\int_0^\infty e^{-q^2w_0^2/8}J_0(qr)\,dq .
\]

### Average over the probe

The probe weight is \(p(r)=(2/\pi w_1^2)e^{-2r^2/w_1^2}\), with unit integral. Averaging \(J_0(qr)\) over it is the transform already calculated, with \(P\to1\) and \(w_0\to w_1\), so it gives \(e^{-q^2w_1^2/8}\). With \(W^2=w_0^2+w_1^2\),

\[
\Delta T=\frac{P}{2\pi k}\int_0^\infty e^{-q^2W^2/8}\,dq .
\]

The integral is half of a full Gaussian integral:

\[
\frac12\sqrt{\frac{8\pi}{W^2}}=\frac{\sqrt{2\pi}}{W}.
\]

Since \(\sqrt{2\pi}/(2\pi)=1/\sqrt{2\pi}\),

\[
\boxed{\Delta T=\frac{P}{k\sqrt{2\pi(w_0^2+w_1^2)}}},\qquad
k=\frac{P}{\Delta T\sqrt{2\pi(w_0^2+w_1^2)}} .
\]

For equal radii the root is \(\sqrt{4\pi w^2}=2\sqrt\pi\,w=7.09\) µm, and

\[
k=\frac{10^{-3}\ \mathrm W}{(14.1\ \mathrm K)(7.09\times10^{-6}\ \mathrm m)}
=10.0\ \mathrm{W/(m\,K)} .
\]

Rounding of the reading matters little: a change of 0.05 K either way moves \(k\) between 9.97 and 10.04 W/(m K).

The closed form was tested against a direct sum over point sources on the surface, with the unrounded \(k\). For equal beams the sum gives 14.1000 K. For a 3 µm probe and the same pump, both the sum and the formula give 11.0610 K. A finite-volume solution of the heat equation, which does not use the point-source law, gives 14.108 K for equal beams; on a mesh with twice the step it gives 14.138 K, so refinement moves the result towards the formula.

### Average and peak

The probe does not read the hottest point. To find the profile, write \(J_0(qr)\) as the average of \(\cos(qr\cos\varphi)\) over the angle \(\varphi\), and use

\[
\int_0^\infty e^{-aq^2}\cos(qc)\,dq=\frac12\sqrt{\frac\pi a}\,e^{-c^2/4a}.
\]

Here \(c^2=r^2\cos^2\varphi=\tfrac12r^2(1+\cos2\varphi)\). The constant part gives \(e^{-r^2/8a}\). The angular average of \(e^{-(r^2/8a)\cos2\varphi}\) is the modified Bessel function \(I_0(r^2/8a)\). Thus

\[
\int_0^\infty e^{-aq^2}J_0(qr)\,dq=\frac12\sqrt{\frac\pi a}\;e^{-r^2/8a}\,I_0\!\left(\frac{r^2}{8a}\right).
\]

With \(a=w_0^2/8\),

\[
T(r,0)=\frac{P}{\sqrt{2\pi}\,k\,w_0}\,e^{-x}I_0(x),\qquad x=\frac{r^2}{w_0^2}.
\]

The peak is 19.9 K, and at \(r=2\) µm the rise is still 9.3 K. For equal beams the peak exceeds the probe average by \(W/w_0=\sqrt2\). Treating 14.1 K as the peak would give \(k=14.1\) W/(m K), too high by the same factor.

Two limits show what the probe radius does. If \(w_1\ll w_0\), the reading tends to the peak. If \(w_1\gg w_0\), it tends to \(P/(\sqrt{2\pi}\,k\,w_1)\): the pump acts as a point source, and its radius drops out of the result.

## Comparison of estimate and solution

The disc estimate has the prefactor \(1/\pi\), while the solution has \(1/(2\sqrt\pi)\). Their ratio is \(2/\sqrt\pi=1.13\), so the estimate of 11.3 W/(m K) is 13 % high. The hemisphere estimate is low by the factor \(1/\sqrt\pi=0.56\).

The point-source law explains where the true value lies. A surface element absorbing power \(dP\) causes a rise \(dP/(2\pi k\rho)\) at distance \(\rho\). The reading is therefore

\[
\Delta T=\frac{P}{2\pi k}\left\langle\frac1\rho\right\rangle ,
\]

where the average runs over one point drawn from the pump profile and one from the probe profile. Comparison with the boxed result gives \(\langle1/\rho\rangle=\sqrt{2\pi}/W\). The effective distance is

\[
\rho_{\rm eff}=\frac{W}{\sqrt{2\pi}}=\frac{2.83\ \mu\mathrm m}{2.51}=1.13\ \mu\mathrm m .
\]

The hemisphere picture puts 2 µm in its place. The disc picture, with \(\Delta T=P/(\pi kw)\), is equivalent to \(\rho_{\rm eff}=w/2=1\) µm and comes closer. The effective distance is well below the beam radius because much of the power lies inside that radius and the average of \(1/\rho\) favours close pairs.

## How far the answer can be trusted

### Errors of the inputs

For a common radius, \(k\propto P\,\Delta T^{-1}w^{-1}\), so to first order

\[
\frac{\delta k}{k}=\frac{\delta P}{P}-\frac{\delta(\Delta T)}{\Delta T}-\frac{\delta w}{w}.
\]

Independent errors add in quadrature. With an assumed 3 % standard error in each input, \(k\) is uncertain by \(\sqrt3\times3\,\%=5.2\,\%\), or about 0.5 W/(m K). Random sampling of the inputs gives the same 5.2 %.

The beams may also be displaced by a distance \(s\). Since \(J_0(q|\mathbf x|)\) is the average of plane waves \(e^{i\mathbf q\cdot\mathbf x}\) over the direction of \(\mathbf q\), shifting the centre of a round probe inserts a factor \(J_0(qs)\) into the integral for \(\Delta T\). The integral used for the profile, now with \(a=W^2/8\), shows that the reading is multiplied by

\[
e^{-y}I_0(y),\qquad y=\frac{s^2}{W^2}.
\]

For \(s=0.5\) µm, \(y=0.25/8=0.031\) and the reading falls by 3.1 %. The inferred \(k\) is then too high by about the same fraction. The shift is quadratic in \(s\) at small offset, so maximizing the signal is a sound way to align the beams.

### Effects left out of the half-space model

Most neglected effects change only \(Z(q)\), and the reading becomes

\[
\Delta T=\frac{P}{2\pi}\int_0^\infty qZ(q)\,e^{-q^2W^2/8}\,dq .
\]

The mean of \(q\) under the Gaussian weight sets the size of several corrections. Since \(\int_0^\infty q\,e^{-q^2W^2/8}dq=4/W^2\),

\[
\bar q=\frac{4/W^2}{\sqrt{2\pi}/W}=\frac{4}{\sqrt{2\pi}\,W}=0.56\ \mu\mathrm m^{-1}.
\]

All changes below are relative to the half-space reading at fixed \(k\).

**Absorption depth.** If the absorbed power decays as \(e^{-z/\delta}/\delta\), a source at depth \(z\) heats the surface by \(e^{-qz}/(kq)\) per unit flux. Averaging over depth gives \(Z=1/[kq(1+q\delta)]\). To first order the reading falls by \(\bar q\delta\). For \(\delta=20\) nm the full integral gives −1.1 %. This holds for a probe that senses only the surface; if its reading is also averaged over depth, with the same exponential weight, the change is about −1.7 %.

**Finite thickness.** A slab of thickness \(H\) on an ideal heat sink has the depth factor \(\sinh[q(H-z)]\), hence \(Z=\tanh(qH)/(kq)\). For \(H\gg W\) the missing part of the integral is \(\int_0^\infty[1-\tanh(qH)]\,dq=\ln2/H\). Dividing by \(\sqrt{2\pi}/W\) gives a relative loss \(W\ln2/(\sqrt{2\pi}H)\). For 1 mm this is 0.08 %.

**Slow modulation.** A lock-in measurement modulates the pump at a frequency \(f\). With volumetric heat capacity \(C\), the decay constant \(q\) becomes \(\sqrt{q^2+p^2}\), where \(p^2=2\pi ifC/k\), and \(Z=1/(k\sqrt{q^2+p^2})\). For \(|p|W\ll1\) the Gaussian can be set to one in the correction:

\[
\int_0^\infty\left(\frac{q}{\sqrt{q^2+p^2}}-1\right)dq=\Big[\sqrt{q^2+p^2}-q\Big]_0^\infty=-p .
\]

The real part of \(p\) is \(1/L\), with thermal length \(L=\sqrt{k/(\pi fC)}\). The in-phase signal thus falls by \(W/(\sqrt{2\pi}L)\). For \(C=1.3\) J/(cm³ K) and \(f=100\) Hz, \(L=157\) µm and the loss is 0.7 %; at 1000 Hz it is 2.3 %. For a half-space the approach to the steady state is slow, as \(\sqrt f\); for a slab on a heat sink it becomes faster once \(L\) exceeds the thickness.

**Thermal radiation.** A surface loss coefficient \(h\) adds to the conducted flux, so \(Z=1/(kq+h)\). A black surface at 300 K has \(h=4\sigma_{\rm SB}T_0^3=6.1\) W/(m² K), where \(\sigma_{\rm SB}\) is the Stefan–Boltzmann constant and \(T_0\) the ambient temperature. The reading changes by about −0.001 %, which is negligible here. Still air above the surface matters more. Treated as a second half-space of conductivity \(k_a\approx0.026\) W/(m K), it takes up the flux \(k_aq\) per unit temperature, so \(Z=1/[(k+k_a)q]\) and the reading falls by about 0.26 %. In vacuum this loss is absent.

**Temperature-dependent conductivity.** Let \(k(T)=k(1+bT)\) and define \(\theta=T+bT^2/2\). Then \(k\nabla\theta=k(T)\nabla T\), so \(\theta\) obeys the original linear problem. Inverting to first order, \(T\approx\theta-b\theta^2/2\). With an assumed \(b=0.1\,\%\) per kelvin the reading falls by 0.7 %.

**Anisotropy.** Let the conductivity be \(k_r\) along the surface and \(k_z\) normal to it. A mode decays as \(e^{-\kappa z}\) with \(k_z\kappa^2=k_rq^2\). The flux per unit temperature is \(k_z\kappa=q\sqrt{k_rk_z}\), so the measurement returns \(\sqrt{k_rk_z}\). If \(k_z\) is 1.2 times \(k_r=k\), the reading falls by 8.7 %. One spot measurement cannot separate the two components.

These responses were tested against the finite-volume solution with enlarged effects: \(\delta=0.5\) µm, \(H=50\) µm, \(f=10\) kHz, \(h=10^6\) W/(m² K), \(b=0.5\,\%\) per kelvin and \(k_z=2k_r\). Together with the coating treated below, the predicted shifts agreed to within 0.4 % of each shift.

### A real metal and its coating

Praseodymium near room temperature is a real case in this regime. It is a metal with a conductivity of order 10 W/(m K) that absorbs visible light within tens of nanometres. The depth and heat capacity used above are rough values for it; \(b\), the anisotropy and the input errors are assumed sizes. The Wiedemann–Franz law, with three free electrons per atom, gives an electron mean free path of about 1 nm. This is a crude estimate for a rare-earth metal, but it is so far below 2 µm that Fourier's law is reasonable on the scale of the spot.

The assumption most at risk is the bare surface. Praseodymium tarnishes in air, and a sample may be coated with a thin metal film that serves as the thermometer. Consider a film of thickness \(d=80\) nm and conductivity \(k_f=150\) W/(m K), with an interface conductance of 100 MW/(m² K), that is, a resistance \(R=10^{-8}\) m² K/W. The interface and solid together have the response \(Z_b=1/(kq)+R\). In the film the mode is a combination of \(\cosh qz\) and \(\sinh qz\). Matching temperature and flux at its lower face gives

\[
Z=\frac{Z_b+t/(k_fq)}{1+Z_bk_fq\,t},\qquad t=\tanh(qd).
\]

For \(k=10.0\) W/(m K) the reading drops from 14.1 K to 9.4 K, or by 33 %. The half-space formula would turn this into an apparent conductivity of 15.0 W/(m K). The film is thin, but it carries heat sideways: its sheet conductance relative to the solid defines a length \(k_fd/k=150\times80\ \mathrm{nm}/10=1.2\) µm, comparable with the beam radius.

The interface resistance acts less strongly than the bare flux suggests. Without sideways flow in the film, the probe-averaged flux would be half the peak flux, 80 MW/m², and would add 0.8 K across \(R\). The calculated readings with and without resistance are 9.38 and 9.16 K, a difference of 0.22 K. Differentiating the response explains this:

\[
\frac{\partial Z}{\partial Z_b}=\frac{1-t^2}{(1+Z_bk_fq\,t)^2}<1 .
\]

The film spreads the heat before it crosses the interface, and a larger resistance diverts more heat sideways.

Larger beams reduce the film error. For \(\bar qk_fd/k\ll1\), expanding \(Z\) to first order in \(d\) and \(R\) gives the relative change

\[
-\bar q\left(\frac{k_fd}{k}-\frac{kd}{k_f}-kR\right).
\]

The bracket is \(1.2-0.005-0.1=1.1\) µm. A change of 1 % requires \(\bar q=0.009\) µm⁻¹, hence \(W\approx175\) µm, or equal radii of about 120 µm. At that size a steady measurement on a 1 mm slab loses about 5 %, and 100 Hz is no longer slow: the in-phase signal falls by about 38 %. These two losses do not add, because at 100 Hz the thermal length of 157 µm keeps the heat from reaching the back face. A moderate enlargement helps: with equal radii of 10 to 20 µm the film and the 100 Hz modulation together lower the reading by 13 to 14 %, against 34 % at 2 µm. Beyond that, the growing modulation error outweighs the gain. No spot size removes the error at this frequency, so including the film in \(Z(q)\) is the better course.

For a clean, isotropic, uncoated sample in vacuum, the absorption depth, the 100 Hz modulation and the assumed \(b\) together lower the reading by about 2.6 %. Correcting for them would lower the inferred conductivity from 10.0 to about 9.7 W/(m K), a shift smaller than the 5 % uncertainty from the inputs. This sum takes 1 mW as the peak of a pump modulated down to zero. If 1 mW is instead the amplitude on top of an equal mean power, the \(b\) term doubles to about 1.5 % and the total is about 3.3 %. The individual values are listed in the numerical output.

## Values computed for the example and the checks

```
absorbed power: 1.000 mW
pump and probe 1/e2 radius: 2.00 um
measured mean rise: 14.10 K
recovered conductivity: 10.003 W/(m K)
k for reading 0.05 K higher: 9.968 W/(m K)
k for reading 0.05 K lower: 10.039 W/(m K)
peak pump flux: 159.2 MW/m2
peak surface rise: 19.94 K
surface rise at r = 2 um: 9.29 K
k if reading is mistaken for peak: 14.15 W/(m K)
point-source sum, equal beams: 14.1000 K
point-source sum, 3 um probe: 11.0610 K
closed form, 3 um probe: 11.0610 K
finite-volume rise, fine mesh: 14.1083 K
finite-volume shift, coarse to fine: -0.0300 K
worst relative error of tested shifts: 0.38 %
assumed error of P, rise and radius: 3.0 % each
error of k, quadrature: 5.20 %
error of k, random sampling: 5.22 %
Changes of mean rise at fixed k (rough Pr inputs):
absorption depth 20 nm: -1.11 %
black-body loss coefficient at 300 K: 6.12 W/(m2 K)
radiation loss: -0.00097 %
slab 1.0 mm on heat sink: -0.078 %
volumetric heat capacity: 1.30 J/(cm3 K)
thermal length at 100 Hz: 157 um
in-phase modulation at 100 Hz: -0.72 %
in-phase modulation at 1000 Hz: -2.28 %
k rising by 0.1 % per K: -0.74 %
normal k larger by factor 1.2: -8.71 %
beam offset 0.5 um: -3.05 %
density: 6.8 g/cm3; valence electrons: 3
free-electron mean free path estimate: 0.88 nm
Transducer case: film 80 nm, 150 W/(m K)
interface conductance: 100 MW/(m2 K)
mean rise with film: 9.38 K (-33.5 %)
mean rise with film, perfect interface: 9.16 K
apparent k from half-space formula: 15.03 W/(m K)
```
